# Kinetic balance and the missing small-component function of a p shell, part 1

(Sections cited here and not found follow in the second part.)

Q: I build the small-component basis of a four-component calculation from the large one by a rule I take to be exact. The small component is essentially $\boldsymbol\sigma\cdot\mathbf p$ acting on the large component, $\mathbf p$ is a vector operator of odd parity, and such an operator changes $l$ by one unit. So for each large Gaussian $r^l e^{-ar^2}Y_{lm}$ I add the spherical Gaussians $r^{l+1}e^{-ar^2}Y_{l+1,m'}$ and $r^{l-1}e^{-ar^2}Y_{l-1,m'}$ with the same exponent. A p shell gets five d functions and one s function. Every angular momentum that the operator can reach is there. What could be missing?

A: The selection rule fixes the angular factor and says nothing about the radial one. Let us compute the radial factor. I use hartree atomic units, one electron, a point nucleus with $V=-Z/r$, and energies measured from the rest energy $c^2$, with $c=137.035999$. The Dirac equation for the large and small two-component parts is

$$V\psi^L + c\,\boldsymbol\sigma\cdot\mathbf p\,\psi^S = E\psi^L,\qquad c\,\boldsymbol\sigma\cdot\mathbf p\,\psi^L + (V-2c^2)\psi^S = E\psi^S .$$

The Pauli identity $(\boldsymbol\sigma\cdot\mathbf A)(\boldsymbol\sigma\cdot\mathbf B)=\mathbf A\cdot\mathbf B+i\boldsymbol\sigma\cdot(\mathbf A\times\mathbf B)$, with $\mathbf p=-i\nabla$ and $\mathbf L=\mathbf r\times\mathbf p$, gives

$$(\boldsymbol\sigma\cdot\mathbf r)(\boldsymbol\sigma\cdot\mathbf p) = -i\,r\partial_r + i\,\boldsymbol\sigma\cdot\mathbf L .$$

Multiply from the left by $\boldsymbol\sigma\cdot\mathbf r/r^2$ and use $(\boldsymbol\sigma\cdot\mathbf r)^2=r^2$:

$$\boldsymbol\sigma\cdot\mathbf p = -i\,\boldsymbol\sigma\cdot\hat{\mathbf r}\left(\partial_r-\frac{\boldsymbol\sigma\cdot\mathbf L}{r}\right).$$

Now the angular spinors. Squaring $\mathbf J=\mathbf L+\boldsymbol\sigma/2$ gives $\boldsymbol\sigma\cdot\mathbf L=j(j+1)-l(l+1)-\tfrac34$, which is $l$ for $j=l+\tfrac12$ and $-(l+1)$ for $j=l-\tfrac12$. Define $\kappa$ by $(\boldsymbol\sigma\cdot\mathbf L+1)\Omega_{\kappa m}=-\kappa\,\Omega_{\kappa m}$. Then $\kappa=-(l+1)$ for $j=l+\tfrac12$ and $\kappa=l$ for $j=l-\tfrac12$, so p$_{3/2}$ has $\kappa=-2$ and p$_{1/2}$ has $\kappa=+1$. The operator $\boldsymbol\sigma\cdot\hat{\mathbf r}$ is a scalar under $\mathbf J$, reverses parity and squares to one, so it carries $\Omega_{\kappa m}$ into the spinor with the same $j$ and $m$ and the other $l$, which is $\Omega_{-\kappa m}$, up to a phase. I fix the phase by $\boldsymbol\sigma\cdot\hat{\mathbf r}\,\Omega_{\kappa m}=-\Omega_{-\kappa m}$. With $\boldsymbol\sigma\cdot\mathbf L\to-(\kappa+1)$,

$$\boldsymbol\sigma\cdot\mathbf p\; f(r)\,\Omega_{\kappa m} = i\,(D_\kappa f)\,\Omega_{-\kappa m},\qquad D_\kappa f = f'+\frac{1+\kappa}{r}f .$$

Q: That is my rule. For $\kappa=-(l+1)$ the partner $-\kappa=l+1$ is positive and has orbital momentum $l+1$. For $\kappa=l$ the partner $-l=-(l'+1)$ has $l'=l-1$.

A: The angular part is your rule. Apply $D_\kappa$ to $f=r^le^{-ar^2}$, whose derivative is $(l\,r^{l-1}-2a\,r^{l+1})e^{-ar^2}$:

$$D_\kappa\, r^le^{-ar^2}=\left[(l+1+\kappa)\,r^{l-1}-2a\,r^{l+1}\right]e^{-ar^2}.$$

For $j=l+\tfrac12$ the first coefficient vanishes and what is left, $-2a\,r^{l+1}e^{-ar^2}$ on an $l+1$ spinor, is exactly a spherical Gaussian of your list. For $j=l-\tfrac12$ the result is

$$\left[(2l+1)\,r^{l-1}-2a\,r^{l+1}\right]e^{-ar^2}\;\Omega_{-l,m},$$

and both terms stand on the same angular spinor, the one with orbital momentum $l-1$. The first term is on your list. The second is $r^{l+1}$ times $Y_{l-1}$, which is neither your $l-1$ function, because the power of $r$ is wrong, nor your $l+1$ function, because the harmonic is wrong. For p$_{1/2}$ the small function is $(3-2ar^2)e^{-ar^2}$ times an s spinor, and it contains $r^2e^{-ar^2}Y_{00}$.

Q: I would like to see that without the spinor harmonics, in case a convention has crept in.

A: Take a constant two-spinor $\eta$. The function $(\boldsymbol\sigma\cdot\mathbf r)\,\eta\,e^{-ar^2}$ is $\boldsymbol\sigma\cdot\hat{\mathbf r}$ acting on an s$_{1/2}$ spinor, times $re^{-ar^2}$, so it is the p$_{1/2}$ Gaussian. Since $\partial_k(x_je^{-ar^2})=(\delta_{kj}-2a\,x_kx_j)e^{-ar^2}$,

$$\boldsymbol\sigma\cdot\nabla\left[(\boldsymbol\sigma\cdot\mathbf r)\,\eta\,e^{-ar^2}\right]=\left[\sigma_k\sigma_k-2a(\boldsymbol\sigma\cdot\mathbf r)^2\right]\eta\,e^{-ar^2}=(3-2ar^2)\,\eta\,e^{-ar^2},$$

with the sum over $k$ giving three unit matrices. The numerical check tests this identity symbolically, together with the $\kappa$ values and the d$_{3/2}$ analogue, where the factor is $5-2ar^2$.

Q: But $r^2e^{-ar^2}$ is a quadratic polynomial times the Gaussian. That sounds like a d function, and I have the d shell.

A: You have five of the six quadratic functions. The monomials $xx,yy,zz,xy,xz,yz$ span six dimensions. A homogeneous polynomial of degree $l$ equals $r^lY_{lm}$, or a sum of such terms, only if its Laplacian vanishes. For degree two the Laplacian is one number, so the condition removes one dimension and leaves the five spherical d functions. The sixth direction is $xx+yy+zz=r^2$, with $\nabla^2r^2=6$. Its angular factor is $Y_{00}$, so it is orthogonal to all five spherical d functions whatever their exponents. It is called the s contaminant of the Cartesian d shell, and the transformation from six Cartesian to five spherical functions deletes it.

The same holds for any $l$. Let $P$ be a harmonic polynomial of degree $l$. Then $\partial_k(Pe^{-ar^2})=(\partial_kP-2a\,x_kP)e^{-ar^2}$. The polynomial $\partial_kP$ is harmonic of degree $l-1$. The polynomial $x_kP$ has $\nabla^2(x_kP)=2\partial_kP$, which is not zero in general. For a harmonic $Q$ of degree $n$, $\nabla^2(r^2Q)=6Q+4\,\mathbf r\cdot\nabla Q=(4n+6)Q$, which for $n=l-1$ is $(4l+2)Q$. Therefore

$$x_kP=\left[x_kP-\frac{r^2\,\partial_kP}{2l+1}\right]+\frac{r^2\,\partial_kP}{2l+1},$$

where the bracket has Laplacian $2\partial_kP-2\partial_kP=0$ and is the spherical $l+1$ part. The last term is the contaminant. The rule "add $l+1$ and $l-1$" is exact when the $l+1$ shell is Cartesian, and it is incomplete for every $j=l-\tfrac12$ when that shell is spherical.

Q: Suppose so. The small component is smaller than the large one by a factor of order $Z/c$, and its weight in the norm is of order $(Z/c)^2$. A defect there should spoil a relativistic correction and nothing more.

A: In the Dirac matrix the whole kinetic energy passes through the small basis. Write $\psi^L=f\,\Omega_{\kappa m}$ and $\psi^S=i\,g\,\Omega_{-\kappa m}$. The lower equation becomes $cD_\kappa f+(V-2c^2)g=Eg$ after the common factor $i$ is removed. In the upper one, $\boldsymbol\sigma\cdot\mathbf p\,(i g\Omega_{-\kappa})=i\cdot i\,(D_{-\kappa}g)\Omega_\kappa=-(D_{-\kappa}g)\Omega_\kappa$. This is the adjoint of $D_\kappa$ for the measure $r^2dr$, because integration by parts with vanishing end terms gives

$$\int g\left(f'+\frac{1+\kappa}{r}f\right)r^2dr=\int f\left(-g'-\frac2rg+\frac{1+\kappa}{r}g\right)r^2dr=-\int f\,(D_{-\kappa}g)\,r^2dr .$$

So $D^\dagger=-D_{-\kappa}$, and I drop the index. The product is twice the radial kinetic energy. With $h=f'+(1+\kappa)f/r$ we have $h'=f''+(1+\kappa)f'/r-(1+\kappa)f/r^2$ and $(1-\kappa)h/r=(1-\kappa)f'/r+(1-\kappa^2)f/r^2$, and the negative of their sum is

$$D^\dagger Df=-f''-\frac2rf'+\frac{\kappa(\kappa+1)}{r^2}f=2Tf,$$

where $\kappa(\kappa+1)=l(l+1)$ for both values of $j$.

Expand $f=\sum_jx_j\chi_j$ and $g=\sum_iy_i\phi_i$, and define $\Pi_{ij}=\langle\phi_i|D|\chi_j\rangle$, the overlap matrices $S^{LL},S^{SS}$ and the potential matrices $V^{LL},V^{SS}$. The matrix equations are

$$V^{LL}x+c\,\Pi^{\mathsf T}y=E\,S^{LL}x,\qquad c\,\Pi x+(V^{SS}-2c^2S^{SS})\,y=E\,S^{SS}y .$$

The second gives $y=c\,[(2c^2+E)S^{SS}-V^{SS}]^{-1}\Pi x$. The matrix in brackets is positive definite for $E>-2c^2$, since $-V^{SS}$ is positive. Insertion into the first gives, exactly,

$$\left\{V^{LL}+c^2\,\Pi^{\mathsf T}\left[(2c^2+E)S^{SS}-V^{SS}\right]^{-1}\Pi\right\}x=E\,S^{LL}x .$$

In a fixed finite basis $V^{SS}$ is a finite matrix, so as $c\to\infty$ the bracket tends to $2c^2S^{SS}$, the factors $c^2$ cancel, and a Schrödinger problem remains with the kinetic matrix

$$T'=\tfrac12\,\Pi^{\mathsf T}(S^{SS})^{-1}\Pi,\qquad T'_{ij}=\tfrac12\langle D\chi_i|P_S|D\chi_j\rangle ,$$

where $P_S=\sum_{kl}|\phi_k\rangle(S^{SS})^{-1}_{kl}\langle\phi_l|$ is the projector on the small space. The true matrix is $T_{ij}=\tfrac12\langle D\chi_i|D\chi_j\rangle$. For any coefficient vector,

$$x^{\mathsf T}(T-T')\,x=\tfrac12\left\|(1-P_S)\,Df\right\|^2\ \ge 0 .$$

The smallness of $\psi^S$, one power of $1/c$, is cancelled by the factor $c$ in the coupling. The lost kinetic energy is of order $c^0$ and survives in the nonrelativistic limit. The requirement that it vanish, that every $D\chi_j$ lie in the small space, is kinetic balance. Taking $\phi_j=D\chi_j$ one for one is restricted kinetic balance, RKB. I shall call your basis "sph", and your basis with the contaminant added "cart"; the latter also contains every $D\chi_j$.

For the spherical p$_{1/2}$ basis the inequality is strict for every nonzero $x$. Equality would need $\sum_jx_j(3-2a_jr^2)e^{-a_jr^2}$ to be a combination of the $e^{-a_ir^2}$. The functions $e^{-a_ir^2}$ and $r^2e^{-a_jr^2}$ are linearly independent, as one sees by taking them in order of their decay at large $r$, so all $x_ja_j$ would have to vanish.

Q: How much is lost?

A: For one exponent it is a matter of moments. Let $I_n(b)=\int_0^\infty r^ne^{-br^2}dr=\Gamma\!\left(\tfrac{n+1}2\right)/\left(2b^{(n+1)/2}\right)$, so that $I_{n+2}/I_n=(n+1)/2b$. Take $j=l-\tfrac12$, $\phi=r^{l-1}e^{-ar^2}$, and write $D\chi=w\phi$ with $w=(2l+1)-2ar^2$. Averages are taken with the weight $\phi^2r^2=r^{2l}e^{-2ar^2}$, for which $b=2a$ and

$$\langle r^2\rangle=\frac{2l+1}{4a},\qquad\langle r^4\rangle=\frac{(2l+1)(2l+3)}{16a^2}.$$

Then

$$\langle w\rangle=(2l+1)-\frac{2l+1}{2}=\frac{2l+1}2,$$

$$\langle w^2\rangle=(2l+1)^2-4a(2l+1)\frac{2l+1}{4a}+4a^2\frac{(2l+1)(2l+3)}{16a^2}=\frac{(2l+1)(2l+3)}4 .$$

The projection on $\phi$ keeps $\langle w\rangle^2$ out of $\langle w^2\rangle$:

$$\frac{T'}{T}=\frac{(2l+1)^2/4}{(2l+1)(2l+3)/4}=\frac{2l+1}{2l+3}.$$

Since $\chi=r\phi$ has norm squared $\langle r^2\rangle$ in the same units, $T=\langle w^2\rangle/2\langle r^2\rangle=(2l+3)a/2$ and $T'=(2l+1)a/2$. The loss is $a$ for every $l$. The ratios are $0.600000$ for p$_{1/2}$, $0.714286$ for d$_{3/2}$ and $0.777778$ for f$_{5/2}$, while the $j=l+\tfrac12$ partners keep the ratio $1$. The relative loss is largest for p$_{1/2}$ and falls as $2/(2l+3)$. The s$_{1/2}$ states have $\kappa=-1$ and belong to the balanced family.

Q: With several exponents the projector has more to work with. Is there a formula then?

A: There is an exact one, and it comes from running the operator backwards. For $\kappa=1$, $D^\dagger g=-D_{-1}g=-g'$. Scale the small functions as $\phi_i=e^{-a_ir^2}/2a_i$, which changes neither the space nor $T'$. Then $D^\dagger\phi_i=re^{-a_ir^2}=\chi_i$. Your small s functions are mapped exactly onto the large p functions: the balance holds in the direction from small to large, which is not the direction the electronic states need. It follows that

$$\Pi_{ij}=\langle\phi_i|D\chi_j\rangle=\langle D^\dagger\phi_i|\chi_j\rangle=S^{LL}_{ij}.$$

The small overlap also has a meaning in the large space. Let $\eta_j$ solve $D\eta_j=2\phi_j$. Since $D\eta=(r^2\eta)'/r^2$ for $\kappa=1$, the solution $\eta_j=2r^{-2}\int_0^rs^2\phi_j(s)\,ds$ behaves as $r$ at the origin and as $r^{-2}$ at infinity, so it is regular and square integrable. It satisfies $T\eta_j=\tfrac12D^\dagger D\eta_j=D^\dagger\phi_j=\chi_j$, that is $\eta_j=T^{-1}\chi_j$. Hence

$$K_{ij}\equiv\langle\chi_i|T^{-1}|\chi_j\rangle=\langle D^\dagger\phi_i|\eta_j\rangle=\langle\phi_i|D\eta_j\rangle=2S^{SS}_{ij},$$

the end terms vanishing because $r^2\phi_i\eta_j$ goes to zero at both ends. Putting these into the definition,

$$T'=S^{LL}K^{-1}S^{LL}.$$

In an orthonormal large basis this reads $T'=K^{-1}$: the spherical basis replaces the projection of $T$ by the inverse of the projection of $T^{-1}$. For one normalized function, $\langle T^{-1}\rangle=2I_2/(4a^2I_4)=(1/2a^2)(4a/3)=2/3a$, so $T'=3a/2$ against $T=5a/2$, and $T'\le T$ is the Cauchy–Schwarz inequality $1\le\langle T\rangle\langle T^{-1}\rangle$. The program tests the matrix formula for three exponents, computing $K$ and $S^{LL}$ by quadrature in momentum space, where $T^{-1}$ is multiplication by $2/p^2$. It also tests on that set that RKB and cart return the Schrödinger matrix $T$ and that $T-T'$ is positive definite.

Q: What does a loss of two fifths do to an energy?

A: Take the hydrogenic 2p level with one Gaussian at $c\to\infty$. We need $\langle1/r\rangle=I_3/I_4$ with $b=2a$. From $I_3=1/2b^2$ and $I_4=(3\sqrt\pi/4)/2b^{5/2}$ it is $4\sqrt b/3\sqrt\pi=k\sqrt a$, with $k=\tfrac43\sqrt{2/\pi}$ and $k^2=32/9\pi$. The energy is

$$E(a)=t\,a-Zk\sqrt a,\qquad t=\tfrac52\ \text{(balanced)},\quad t=\tfrac32\ \text{(sph)}.$$

Setting the derivative with respect to $\sqrt a$ to zero gives $\sqrt a=Zk/2t$ and $E=-Z^2k^2/4t$. For the balanced basis, $a^*=Z^2k^2/25=32Z^2/225\pi=0.045271\,Z^2$ bohr$^{-2}$ and $E=-16Z^2/45\pi=-0.113177\,Z^2$ Eh. This lies above the exact $-Z^2/8$, as the Rayleigh–Ritz principle demands. At that minimum $T=|E|$ and $V=-2|E|$. The spherical basis at the same exponent gives $\tfrac35|E|-2|E|=-\tfrac75|E|=-112Z^2/225\pi=-0.158448\,Z^2$ Eh. If you optimize the exponent by minimizing the defective energy, it moves to $Z^2k^2/9=0.125752\,Z^2$ bohr$^{-2}$ and the energy falls to $-16Z^2/27\pi=-0.188628\,Z^2$ Eh. Both spherical values lie below the exact level. The upper bound is gone because the matrix being diagonalized is no longer the matrix of the Hamiltonian, and for this one-Gaussian basis minimizing the energy with respect to the exponent makes the error larger.

Q: That is a limit. Show me a real ion at the real value of $c$.

A: Take hydrogen-like Na$^{10+}$, $Z=11$, in the one-electron Dirac–Coulomb model with a point nucleus of infinite mass. The digits below serve to compare bases within this model; recoil, nuclear size and radiative corrections are not in it. The reference is the Dirac–Coulomb formula

$$E_{n\kappa}=c^2\left[\left(1+\frac{(Z/c)^2}{(n-|\kappa|+\gamma)^2}\right)^{-1/2}-1\right],\qquad\gamma=\sqrt{\kappa^2-(Z/c)^2},$$

which gives $-15.155559$ Eh for 2p$_{1/2}$, $-15.131096$ Eh for 2p$_{3/2}$ and $-6.733084$ Eh for 3p$_{1/2}$. The fine-structure splitting is $0.024463$ Eh, or $0.6657$ eV. A large-basis diagonalization that we shall come to confirms the two 2p values independently.

With one exponent, $a=0.04527\times121=5.47767$ bohr$^{-2}$, so $T=\tfrac52a=13.69417$ Eh and $T'=\tfrac32a=8.21651$ Eh. With normalized functions the eliminated equation is a single line,

$$E=V^{LL}+\frac{(c\Pi)^2}{2c^2+E-V^{SS}},$$

with $V^{LL}=-Zk\sqrt a=-27.38857$ Eh and $2c^2=37557.730$ Eh. For the spherical s function, $\langle1/r\rangle=I_1/I_2=(1/2b)/(\sqrt\pi/4b^{3/2})=2\sqrt{b/\pi}$, which is $\tfrac32$ of the p value $\tfrac43\sqrt{b/\pi}$, so $V^{SS}=-41.08286$ Eh. For the RKB function $3-br^2$, the moments $I_1,I_3,I_5=1/2b,\,1/2b^2,\,1/b^3$ give $\int(3-br^2)^2\,r\,e^{-br^2}dr=(\tfrac92-3+1)/b=5/2b$, the norm squared is $\tfrac{15}4I_2=15\sqrt\pi/16b^{3/2}$, and the ratio is $\tfrac83\sqrt{b/\pi}$, twice the p value, so $V^{SS}=-54.77715$ Eh. The couplings are $c\Pi=c\sqrt{2T}=717.1626$ Eh and $c\sqrt{2T'}=555.5117$ Eh.

For RKB, $717.1626^2=514322.2$, the denominator at the solution is $37557.730-13.709+54.777=37598.798$, the quotient is $13.67922$, and $E=-27.38857+13.67922=-13.70935$ Eh. For sph, $555.5117^2=308593.2$, the denominator is $37557.730-19.177+41.083=37579.636$, the quotient is $8.21171$, and $E=-19.17686$ Eh. The difference, which I call the deficit, is $5.4675$ Eh, within $0.0102$ Eh of the nonrelativistic loss $T-T'=a$. The 2p$_{3/2}$ level is $-13.697393$ Eh in either basis, because for $\kappa=-2$ the two bases are the same functions. The RKB splitting is therefore $0.011964$ Eh ($0.3255$ eV), 49% of the exact value, which is what one crude function gives. The spherical splitting is $5.479465$ Eh ($149.1$ eV), 224 times the exact value.

The spherical small basis lacks a function that p$_{1/2}$ needs, and the kinetic energy lost survives as $c\to\infty$; with one Gaussian on Na$^{10+}$ it makes the 2p splitting 224 times too large. It remains to see how far larger sets of exponents repair this, what happens to other levels and heavier ions, and how to correct and check a basis in practice.
